**Biaxial moduli of cubic films from the full stiffness tensor**

The program tests the biaxial modulus $M$, the in-plane stress divided by the equal in-plane strain $e$, for cubic films with a free face and (001) or (111) normals. The formulas are $M_{001}=(C_{11}+2C_{12})(C_{11}-C_{12})/C_{11}$ and $M_{111}=6C_{44}(C_{11}+2C_{12})/(C_{11}+2C_{12}+4C_{44})$, where $C_{11}$, $C_{12}$ and $C_{44}$ are the cubic stiffnesses. It rotates the full stiffness tensor to the film axes, solves the free-face equations numerically, and asserts agreement with the formulas for silicon and for 40 random stable cubic crystals. It also asserts that $M$ equals $E/(1-\nu)$ at several in-plane angles, with $E$ Young's modulus and $\nu$ the in-plane Poisson ratio, and that for silicon the minimized energy density is $Me^2$. Further assertions cover the isotropic limit and the condition $2C_{44}>C_{11}-C_{12}$ for the (111) film to be the stiffer one. For the silicon constants supplied as input, the output gives 180.3 GPa for (001) and 229.1 GPa for (111). It also shows two unequal stresses in a (110) film and an out-of-plane shear strain in a (112) film.

## Numerical verification

```python
"""Biaxial moduli of cubic films with (001) and (111) normals.

Result under test, for equal in-plane strain e and a traction-free face:
  M001 = (C11 + 2 C12)(C11 - C12) / C11
  M111 = 6 C44 (C11 + 2 C12) / (C11 + 2 C12 + 4 C44)
where in-plane stress = M * e. C11, C12, C44 are cubic stiffnesses in GPa.
The formulas are compared with a numerical solution of the free-face
equations using the full rotated stiffness tensor, with minimization of
the elastic energy, and with the inverse of the rotated stiffness matrix.
Film axes: 0 and 1 lie in the plane, 2 is the normal.
"""
import numpy as np
from scipy.optimize import minimize

VOIGT = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]


def cubic_tensor(c11, c12, c44):
    matrix = np.diag([c11] * 3 + [c44] * 3).astype(float)
    for i in range(3):
        for j in range(3):
            if i != j:
                matrix[i, j] = c12
    tensor = np.zeros((3, 3, 3, 3))
    for p, (i, j) in enumerate(VOIGT):
        for q, (k, l) in enumerate(VOIGT):
            for a, b in ((i, j), (j, i)):
                for c, d in ((k, l), (l, k)):
                    tensor[a, b, c, d] = matrix[p, q]
    return tensor


def film_tensor(tensor, normal, in_plane, angle=0.0):
    n = np.array(normal, float)
    n /= np.linalg.norm(n)
    u = np.array(in_plane, float)
    u /= np.linalg.norm(u)
    assert abs(u @ n) < 1e-12
    v = np.cross(n, u)
    first = np.cos(angle) * u + np.sin(angle) * v
    rot = np.array([first, np.cross(n, first), n])
    return np.einsum('ai,bj,ck,dl,ijkl->abcd', rot, rot, rot, rot,
                     tensor, optimize=True)


def strain_matrix(free):
    """Unit equal in-plane strain plus free shears and normal strain."""
    s1, s2, en = free
    return np.array([[1.0, 0.0, s1], [0.0, 1.0, s2], [s1, s2, en]])


def stress_of(tensor, strain):
    return np.einsum('ijkl,kl->ij', tensor, strain)


def solve_film(tensor):
    """Strain and stress per unit in-plane strain, with a free face."""
    base = stress_of(tensor, strain_matrix(np.zeros(3)))[2]
    columns = [stress_of(tensor, strain_matrix(unit))[2] - base
               for unit in np.eye(3)]
    free = np.linalg.solve(np.array(columns).T, -base)
    strain = strain_matrix(free)
    return strain, stress_of(tensor, strain)


def young_poisson(tensor):
    """Young modulus along film axis 0 and in-plane Poisson ratio."""
    matrix = np.array([[tensor[i, j, k, l] for k, l in VOIGT]
                       for i, j in VOIGT])
    compliance = np.linalg.inv(matrix)
    return 1 / compliance[0, 0], -compliance[0, 1] / compliance[0, 0]


def formula_001(c11, c12, c44):
    return (c11 + 2 * c12) * (c11 - c12) / c11


def formula_111(c11, c12, c44):
    return 6 * c44 * (c11 + 2 * c12) / (c11 + 2 * c12 + 4 * c44)


def coefficients(c11, c12, c44, name):
    """Normal and in-plane stress per unit strain along the normal."""
    if name == '001':
        return c11, c12
    return (c11 + 2*c12 + 4*c44) / 3, (c11 + 2*c12 - 2*c44) / 3


FILMS = {'001': ((0, 0, 1), (1, 0, 0), formula_001),
         '111': ((1, 1, 1), (1, -1, 0), formula_111)}


def check_crystal(constants):
    """Test moduli, normal strains and intermediate coefficients."""
    tensor = cubic_tensor(*constants)
    bulk3 = constants[0] + 2 * constants[1]
    moduli = {}
    for name, (normal, axis, formula) in FILMS.items():
        a, b = coefficients(*constants, name)
        for angle in (0.0, 0.37, 1.1):
            local = film_tensor(tensor, normal, axis, angle)
            strain, stress = solve_film(local)
            value = formula(*constants)
            expected = np.diag([value, value, 0.0])
            assert np.allclose(stress, expected, rtol=1e-9, atol=1e-8)
            assert np.allclose(strain[2], [0, 0, 1 - bulk3 / a], atol=1e-9)
            normal_load = stress_of(local, np.diag([0.0, 0.0, 1.0]))
            assert np.allclose(normal_load, np.diag([b, b, a]), atol=1e-8)
            young, poisson = young_poisson(local)
            assert np.isclose(young / (1 - poisson), value, rtol=1e-9)
        moduli[name] = stress[0, 0]
    return moduli


# Silicon: measured room-temperature constants, supplied as input.
silicon = (165.7, 63.9, 79.6)
c11, c12, c44 = silicon
si_tensor = cubic_tensor(*silicon)
si_moduli = check_crystal(silicon)
assert abs(si_moduli['001'] - 180) < 1 and abs(si_moduli['111'] - 229) < 1

# The expanded form of the (001) modulus against the numerical solution.
assert np.isclose(c11 + c12 - 2 * c12**2 / c11, si_moduli['001'])

# Random stable cubic crystals; the order of the moduli follows the
# sign of 2 C44 - (C11 - C12), and both signs must occur.
rng = np.random.default_rng(4)
signs = set()
for _ in range(40):
    bulk = rng.uniform(50, 200)
    half_difference, shear = rng.uniform(10, 100, size=2)
    crystal = (bulk + 4 * half_difference / 3,
               bulk - 2 * half_difference / 3, shear)
    values = check_crystal(crystal)
    stiffer_111 = bool(values['111'] > values['001'])
    assert stiffer_111 == bool(shear > half_difference)
    signs.add(stiffer_111)
assert signs == {True, False}

# Isotropic limit: the two numerical moduli coincide.
isotropic = check_crystal((c11, c12, (c11 - c12) / 2))
assert np.isclose(isotropic['001'], isotropic['111'], rtol=1e-9)

# Minimum energy density per squared in-plane strain equals M.
for name, (normal, axis, _) in FILMS.items():
    local = film_tensor(si_tensor, normal, axis, 0.37)

    def scaled_energy(free):
        strain = strain_matrix(free)
        return 0.5 * np.sum(strain * stress_of(local, strain)) / c11

    minimum = minimize(scaled_energy, [0.1, -0.2, 0.3], method='BFGS')
    assert np.isclose(minimum.fun * c11, si_moduli[name], rtol=1e-6)

# In-plane Young modulus: variable on (001), constant on (111).
angles = np.linspace(0, np.pi / 2, 13)
elastic_pairs = {}
for name, (normal, axis, _) in FILMS.items():
    elastic_pairs[name] = np.array([
        young_poisson(film_tensor(si_tensor, normal, axis, angle))
        for angle in angles])
assert np.ptp(elastic_pairs['001'][:, 0]) > 10
assert np.all(np.ptp(elastic_pairs['111'], axis=0) < 1e-8)

# Contrasting normals: unequal stresses on (110), shear on (112).
_, stress_110 = solve_film(film_tensor(si_tensor, (1, 1, 0), (0, 0, 1)))
assert abs(stress_110[0, 1]) < 1e-9
assert abs(stress_110[0, 0] - stress_110[1, 1]) > 10
strain_112, _ = solve_film(film_tensor(si_tensor, (1, 1, 2), (1, -1, 0)))
shear_112 = np.hypot(strain_112[0, 2], strain_112[1, 2])
assert shear_112 > 0.01

# Worked example and printed values.
film_strain = 0.001
rounded = tuple(float(round(value)) for value in silicon)
rounded_moduli = check_crystal(rounded)
print(f"Input C11 = {c11:.1f} GPa")
print(f"Input C12 = {c12:.1f} GPa")
print(f"Input C44 = {c44:.1f} GPa")
print(f"C11 + 2 C12 = {c11 + 2*c12:.1f} GPa")
print(f"C11 - C12 = {c11 - c12:.1f} GPa")
print(f"2 C44 = {2*c44:.1f} GPa")
print(f"In-plane strain e = {film_strain:.4f} (dimensionless)")
for name, (normal, axis, _) in FILMS.items():
    a, b = coefficients(*silicon, name)
    strain, stress = solve_film(film_tensor(si_tensor, normal, axis))
    print(f"({name}) coefficient a = {a:.2f} GPa")
    print(f"({name}) coefficient b = {b:.2f} GPa")
    print(f"({name}) biaxial modulus M = {stress[0, 0]:.1f} GPa")
    print(f"({name}) e_n / e = {strain[2, 2]:.4f} (dimensionless)")
    print(f"({name}) film stress at e = {film_strain*stress[0, 0]:.4f} GPa")
    print(f"({name}) normal strain at e = "
          f"{film_strain*strain[2, 2]:.3e} (dimensionless)")
print(f"Ratio M(111)/M(001) = {si_moduli['111']/si_moduli['001']:.3f}")
for label, pair in (("(001) plane, [100]", elastic_pairs['001'][0]),
                    ("(001) plane, [110]", elastic_pairs['001'][6]),
                    ("(111) plane, any direction", elastic_pairs['111'][0])):
    print(f"{label}: E = {pair[0]:.1f} GPa, nu = {pair[1]:.4f}, "
          f"E/(1-nu) = {pair[0]/(1-pair[1]):.1f} GPa")
print(f"(110) stress/e along [001] = {stress_110[0, 0]:.1f} GPa")
print(f"(110) stress/e along [1-10] = {stress_110[1, 1]:.1f} GPa")
print(f"(112) out-of-plane tensor shear / e = {shear_112:.4f}")
print("Rounded inputs C11, C12, C44 = "
      + ", ".join(f"{value:.0f}" for value in rounded) + " GPa")
print(f"Rounded inputs: M(001) = {rounded_moduli['001']:.1f} GPa")
print(f"Rounded inputs: M(111) = {rounded_moduli['111']:.1f} GPa")
print("OK")
```

Output:

```
Input C11 = 165.7 GPa
Input C12 = 63.9 GPa
Input C44 = 79.6 GPa
C11 + 2 C12 = 293.5 GPa
C11 - C12 = 101.8 GPa
2 C44 = 159.2 GPa
In-plane strain e = 0.0010 (dimensionless)
(001) coefficient a = 165.70 GPa
(001) coefficient b = 63.90 GPa
(001) biaxial modulus M = 180.3 GPa
(001) e_n / e = -0.7713 (dimensionless)
(001) film stress at e = 0.1803 GPa
(001) normal strain at e = -7.713e-04 (dimensionless)
(111) coefficient a = 203.97 GPa
(111) coefficient b = 44.77 GPa
(111) biaxial modulus M = 229.1 GPa
(111) e_n / e = -0.4390 (dimensionless)
(111) film stress at e = 0.2291 GPa
(111) normal strain at e = -4.390e-04 (dimensionless)
Ratio M(111)/M(001) = 1.270
(001) plane, [100]: E = 130.1 GPa, nu = 0.2783, E/(1-nu) = 180.3 GPa
(001) plane, [110]: E = 169.1 GPa, nu = 0.0622, E/(1-nu) = 180.3 GPa
(111) plane, any direction: E = 169.1 GPa, nu = 0.2618, E/(1-nu) = 229.1 GPa
(110) stress/e along [001] = 197.0 GPa
(110) stress/e along [1-10] = 240.4 GPa
(112) out-of-plane tensor shear / e = 0.1716
Rounded inputs C11, C12, C44 = 166, 64, 80 GPa
Rounded inputs: M(001) = 180.7 GPa
Rounded inputs: M(111) = 229.8 GPa
OK
```
